# Where the Image Plane of a Metal Surface Lies

A metal fills the half-space on the negative side of a surface region near $z=0$, and vacuum lies at large positive $z$. The surface is soft: the electron density falls smoothly to zero over a few bohr. A fixed external point charge of size 1 sits at height $Z$, far outside the density. Classical electrostatics gives its energy as $-1/(4d)$, where $d$ is the distance to a sharp conducting plane. A soft surface has no evident plane from which to measure $d$, and the problem is to find it.

Hartree atomic units are used. The metal is uniform along the surface, as in jellium, where a rigid positive background replaces the ions. Its response is static and linear in the external charge. Electron number densities are written $n$, so an induced density $\delta n$ carries the charge density $-\delta n$.

## (a) Energy from the surface response

**Resolve the potential of the charge into plane waves along the surface, and express the interaction energy $W(Z)$ through one response function of the wave number $Q$.**

**Solution.** With $\mathbf R$ the position along the surface and the charge $+1$ at $\mathbf R=0$,

$$\frac{1}{\sqrt{R^2+(z-Z)^2}}=\int\!\frac{d^2Q}{(2\pi)^2}\,e^{i\mathbf Q\cdot\mathbf R}\,\frac{2\pi}{Q}\,e^{-Q|z-Z|}.$$

The metal lies at $z<Z$, where $e^{-Q|z-Z|}=e^{-QZ}e^{Qz}$. Each component is therefore $e^{-QZ}$ times the standard external potential $(2\pi/Q)e^{Qz}$. Let $\delta n_Q(z)$ be the electron density induced by this standard potential. By linearity the point charge induces $e^{-QZ}\delta n_Q(z)$ in each component.

The potential of the induced charge is $-(2\pi/Q)\int e^{-Q|z-z'|}\delta n_Q(z')\,dz'$. At a point outside all of the induced charge, $|z-z'|=z-z'$, and this becomes

$$-\frac{2\pi}{Q}\,g(Q)\,e^{-Qz},\qquad g(Q)=\int e^{Qz}\,\delta n_Q(z)\,dz .$$

Restoring the factor $e^{-QZ}$, setting $z=Z$, $\mathbf R=0$ and using $d^2Q=2\pi Q\,dQ$, we find the induced potential at the charge:

$$\phi_{\rm ind}(Z)=-\int_0^\infty g(Q)\,e^{-2QZ}\,dQ .$$

To find the energy, let the charge grow from 0 to 1 at fixed position. At charge $\lambda$ the induced potential is $\lambda\phi_{\rm ind}$, and the work is $\int_0^1\lambda\phi_{\rm ind}\,d\lambda=\tfrac12\phi_{\rm ind}$. Hence

$$W(Z)=-\frac12\int_0^\infty g(Q)\,e^{-2QZ}\,dQ. \tag{1}$$

In linear response a charge $-1$ has the same energy, because both the charge and the induced potential change sign. If $g=1$, equation (1) gives $-1/(4Z)$, the classical result for a plane at $z=0$. For large $Z$ the factor $e^{-2QZ}$ admits only $Q\lesssim 1/Z$, so the far energy is governed by $g$ at small $Q$.

## (b) The uniform field

**A weak uniform field induces $\sigma s(z)$ electrons per unit volume, with $\int s\,dz=1$ and $\sigma$ small. Find the total potential outside the metal, per unit $\sigma$.**

**Solution.** Let $\phi_0(z)$ be the total electrostatic potential per unit $\sigma$. The charge density is $-s$, so Poisson's equation reads $\phi_0''=4\pi s$. Deep in the metal the field is screened; we choose the potential there to be zero, so $\phi_0$ and $\phi_0'$ both vanish. Integrating twice,

$$\phi_0(z)=4\pi\int_{-\infty}^{z}(z-z')\,s(z')\,dz'.$$

Outside the induced charge the upper limit may be replaced by infinity. With $\int s\,dz=1$,

$$\phi_0(z)=4\pi(z-z_0),\qquad z_0=\int z\,s(z)\,dz. \tag{2}$$

Seen from outside, the surface acts in a uniform field like a sharp conductor with its face at the centroid $z_0$. The field of a point charge is not uniform, so its energy requires a further argument.

## (c) From the uniform field to small $Q$

**Determine $g(Q)$ through order $Q^2$. State what must be assumed about the response.**

**Solution.** Let $\phi_Q(z)$ be the total potential, external plus induced, for the standard external potential of part (a). Outside the induced charge and below the external charge,

$$\phi_Q(z)=\frac{2\pi}{Q}\left(e^{Qz}-g\,e^{-Qz}\right). \tag{3}$$

Write the induced density as a response to the total potential:

$$\delta n_Q(z)=\int P_Q(z,z')\,\phi_Q(z')\,dz'.$$

The kernel $P_Q$ includes exchange and correlation, and it is symmetric. To see this, let $\chi$ be the response of the density to an external potential energy. It is a second functional derivative of the grand potential, hence symmetric. With $V$ the Coulomb kernel, $\phi_{\rm ext}=-\chi^{-1}\delta n$ and $\phi=\phi_{\rm ext}-V\delta n$, so $P^{-1}=-\chi^{-1}-V$. Both terms are symmetric, and therefore so is $P$.

Three further assumptions are needed:

- $\phi_Q$ tends to $\phi_0$ as $Q\to0$, and both are screened deep inside, well enough for the integrals below to converge.
- $P_Q=P_0+O(Q^2)$.
- The density vanishes beyond some point $a$. The exponential tail of a real density is treated below.

For $z\le a$, the two potentials obey

$$\phi_Q''-Q^2\phi_Q=4\pi P_Q\phi_Q,\qquad \phi_0''=4\pi P_0\phi_0 .$$

Multiply the first by $\phi_0$ and the second by $\phi_Q$, subtract, and integrate from deep inside to $a$. The left side is the derivative of $\phi_0\phi_Q'-\phi_Q\phi_0'$, which vanishes at the lower limit. On the right, symmetry gives $\int\phi_QP_0\phi_0\,dz=\int\phi_0P_0\phi_Q\,dz$. Thus

$$\left[\phi_0\phi_Q'-\phi_Q\phi_0'\right]_{z=a}=\int_{-\infty}^{a}\phi_0\left[Q^2+4\pi(P_Q-P_0)\right]\phi_Q\,dz=O(Q^2). \tag{4}$$

Set $b=a-z_0$. Equation (2) gives $\phi_0(a)=4\pi b$ and $\phi_0'(a)=4\pi$. Equation (3) gives $\phi_Q'(a)=2\pi(e^{Qa}+g e^{-Qa})$. Substitution in (4) yields

$$8\pi^2\left[b\left(e^{Qa}+g e^{-Qa}\right)-\frac1Q\left(e^{Qa}-g e^{-Qa}\right)\right]=O(Q^2).$$

Multiply by $Q/(8\pi^2)$ and collect the terms in $g$:

$$(1+Qb)\,g\,e^{-Qa}-(1-Qb)\,e^{Qa}=O(Q^3).$$

Therefore

$$g=e^{2Qa}\,\frac{1-Qb}{1+Qb}+O(Q^3).$$

Since $\ln[(1-x)/(1+x)]=-2x+O(x^3)$, the fraction equals $e^{-2Qb}+O(Q^3)$. The exponents combine to $2Q(a-b)=2Qz_0$, and the auxiliary point $a$ drops out:

$$g(Q)=e^{2Qz_0}+O(Q^3). \tag{5}$$

For a density tail decaying as $e^{-\kappa z}$, the neglected terms are of order $e^{-\kappa a}$, up to powers of $a$. Letting $a$ grow as a sufficiently large multiple of $\ln(1/Q)$ makes them smaller than $Q^3$. The price is at most some powers of $\ln(1/Q)$ in the error bound of (5).

If $P_Q$ is merely continuous at $Q=0$, the right side of (4) still tends to zero. The same algebra then gives $g=1+2Qz_0+o(Q)$, which keeps the first correction but not the stronger error estimate.

**A solvable case.** Let the screening be local and the edge sharp: $4\pi P_Q=\kappa^2\delta(z-z')$ for $z<0$ and zero for $z>0$. Inside, $\phi_Q\propto e^{pz}$ with $p=\sqrt{Q^2+\kappa^2}$. Continuity of $\phi_Q'/\phi_Q$ at $z=0$ gives $Q(1+g)/(1-g)=p$, so $g=(p-Q)/(p+Q)$. In a uniform field $s=\kappa e^{\kappa z}$ and $z_0=-1/\kappa$. Because $p=\kappa+O(Q^2)$, the response is $g=(1-Q/\kappa)/(1+Q/\kappa)+O(Q^3)=e^{-2Q/\kappa}+O(Q^3)$, as (5) requires. Here the image plane lies behind the edge, since the electrons cannot move outside it.

## (d) The energy at large distance

**Find $W(Z)$ and the order of its error.**

**Solution.** Insert (5) into (1). The main term is

$$-\frac12\int_0^\infty e^{-2Q(Z-z_0)}\,dQ=-\frac{1}{4(Z-z_0)} .$$

Suppose the remainder in (5) is at most $CQ^3$ in magnitude for $Q<Q_1$. Its contribution to $W$ is then at most

$$\frac C2\int_0^\infty Q^3e^{-2QZ}\,dQ=\frac C2\,\frac{3!}{(2Z)^4}=\frac{3C}{16Z^4}.$$

For $Q>Q_1$, a finite response to a potential no larger than $(2\pi/Q)e^{Qa}$ makes $g$ grow no faster than about $e^{2Qa}$. That range contributes an amount exponentially small in $Z-a$. This bound needs a density that ends at $a$. With a tail $e^{-\kappa z}$, an induced density falling as $e^{(Q-\kappa)z}$ makes the integral defining $g$ diverge once $2Q\ge\kappa$. Equation (1) may then be used only at small $Q$. At large $Q$ one must keep the true factor $e^{-Q|z-Z|}$, which stays bounded, and the contribution is again exponentially small in $Z$. The result is

$$\boxed{W(Z)=-\frac{1}{4(Z-z_0)}+O(Z^{-4})} \tag{6}$$

with the possible logarithms noted above for an exponential tail. Expanded, $W=-1/(4Z)-z_0/(4Z^2)-z_0^2/(4Z^3)+O(Z^{-4})$. The image plane is the centroid of the charge induced by a weak uniform field, and moving the origin shifts $Z$ and $z_0$ together.

If the next term is regular, so that $\ln g=2Qz_0+2cQ^3+\dots$, then $g\approx e^{2Qz_0}(1+2cQ^3)$. The leading error is

$$-\frac12\,(2c)\,\frac{3!}{[2(Z-z_0)]^4}=-\frac{3c}{8(Z-z_0)^4}. \tag{7}$$

Linear response is less restrictive than it seems. Quadratic response adds an energy per area proportional to the cube of the local field. That field is of order $Z^{-2}$ over an area of order $Z^2$, which suggests an energy of order $Z^{-6}Z^2=Z^{-4}$. By this estimate the centroid term survives for a finite charge. The coefficient need not be small. If the centroid of the induced charge moves with the field as $z_0+p\sigma$, the energy per area changes by $-4\pi p\sigma^3/3$. With $d=Z-z_0$ and the classical $\sigma=d/[2\pi(R^2+d^2)^{3/2}]$, this integrates to $-p/(21\pi d^4)$ for a charge $+1$, and to the opposite value for a charge $-1$. For a real unit charge this term adds to (7).

Equation (6) fails when the charge approaches the density tail, where (3) no longer holds at its position. It also concerns a fixed classical charge. It does not say that an approximate exchange-correlation potential has this form: a local-density potential follows the density and decays exponentially outside.

## (e) How much charge is induced?

**It is tempting to obtain $g$ by expanding $e^{Qz}$ and keeping the total induced charge equal to 1. Find the actual total $N_Q=\int\delta n_Q\,dz$ to first order in $Q$.**

**Solution.** Integrating $\phi_Q''-Q^2\phi_Q=4\pi\delta n_Q$ up to $a$ gives

$$\phi_Q'(a)=4\pi N_Q+Q^2\int_{-\infty}^a\phi_Q\,dz .$$

The last term is $O(Q^2)$. From (3) and (5),

$$\phi_Q'(a)=2\pi\left[(1+Qa)+(1+2Qz_0-Qa)\right]+O(Q^2)=4\pi(1+Qz_0)+O(Q^2).$$

Hence $N_Q=1+Qz_0+O(Q^2)$. The centroid adds an equal amount to $g$:

$$g=N_Q+Q\int z\,\delta n_Q\,dz+O(Q^2)=1+Qz_0+Qz_0+O(Q^2).$$

Holding the charge at 1 would give half the shift. The extra charge has a simple origin: the external wave was normalised at $z=0$, and at the image plane it is larger by the factor $e^{Qz_0}$.

## (f) A slab of finite thickness

**Numerical work uses a slab with vacuum on both sides. What changes?**

**Solution.** At finite $Q$, electrons flow along the slab between regions of opposite external potential, and the chemical potential $\mu$ stays fixed to first order. As $Q\to0$, each region is a slab charged at fixed $\mu$.

Put $\sigma$ extra electrons per area on the slab, with the field on the right side only. If the potential on the left is set to zero, the chemical potential changes by $\sigma\,d\mu/d\sigma$. Restoring $\mu$ requires a constant potential $\sigma\,d\mu/d\sigma$ everywhere, because a positive potential lowers electron energies. Define

$$L=\frac{1}{4\pi}\frac{d\mu}{d\sigma}.$$

On the left $\phi_0=4\pi L$, and on the right $\phi_0=4\pi(z-z_0+L)$. The slab's image plane is thus $z_i=z_0-L$. In the semi-infinite metal the potential vanishes deep inside, no such constant remains, and $L=0$.

The lower limit in (4) now contributes as well. To the left of the slab $\phi_Q\to4\pi L\,e^{Qz}$ at small $Q$, so there

$$\phi_0\phi_Q'-\phi_Q\phi_0'=16\pi^2L^2Q+O(Q^2).$$

This moves to the right side of (4). Multiplication by $Q/(8\pi^2)$ turns it into $2L^2Q^2$, and the algebra of part (c) gives

$$g=e^{2Qz_i}+2L^2Q^2+O(Q^3),\qquad \frac{\ln g}{2Q}=z_i+L^2Q+O(Q^2).$$

By (1), the new term adds $-\tfrac12(2L^2)\,2!/[2(Z-z_i)]^3=-L^2/[4(Z-z_i)^3]$ to the energy. In part (e), the slope $4\pi LQ$ on the left must be subtracted from $\phi_Q'(a)$, so $N_Q=1+Q(z_i-L)=1+Q(z_0-2L)$ to first order.

## (g) Numbers for jellium

**Compare the image plane found from a uniform field with the energy of a point charge for jellium slabs.**

**Solution.** The background has density $3/(4\pi r_s^3)$ and its right edge at $z=0$. The Kohn-Sham equations are solved on a grid in the local density approximation, with Dirac exchange and Wigner correlation. Two separate calculations follow.

1. Ground states with $\pm5\times10^{-6}$ extra electrons per square bohr, and the field on the right only, give $s$, $z_0$ and $L$ by central differences.
2. The linear response at finite $Q$, summed over the slab's subbands and including the exchange-correlation kernel, gives $g(Q)$.

| | $r_s=2$ bohr | $r_s=4$ bohr |
|---|---|---|
| thickness (bohr) | 22.10 | 31.10 |
| $z_0$ (bohr) | 1.4823 | 1.2521 |
| $L$ (bohr) | 0.0494 | 0.0222 |
| $z_i=z_0-L$ (bohr) | 1.4329 | 1.2300 |
| $\ln g/(2Q)$ at $Q=0.005$ (bohr) | 1.4329 | 1.2300 |

Each entry is rounded separately. The last two rows agree to the digits shown. These digits serve to compare two calculations on the same slab; they are not the accuracy of $z_0$ for a semi-infinite metal. The image plane lies outside the background edge, and so does most of the induced charge: 86 % for $r_s=2$ bohr and 67 % for $r_s=4$ bohr.

For $r_s=2$ bohr at $Q=0.001$, the response gives $(N_Q-1)/Q=1.383$ bohr. Part (f) predicts $1.4823-2(0.0494)=1.3835$ bohr. The corresponding $(g-1)/Q=2.870$ bohr is close to $2z_i=2.866$ bohr, about twice as large, as part (e) leads one to expect.

The grid ends about 13 bohr outside the background edge, so the computed density vanishes beyond that point and $g$ is finite at every $Q$. Integral (1), evaluated by 12-point Gauss-Laguerre quadrature for the $r_s=2$ bohr slab, gives the following energies in millihartree:

| $Z$ (bohr) | $W$ | $-1/[4(Z-z_i)]$ | $-1/(4Z)$ |
|---|---|---|---|
| 15 | −18.435 | −18.427 | −16.667 |
| 20 | −13.467 | −13.465 | −12.500 |
| 40 | −6.4823 | −6.4822 | −6.2500 |

At $Z=20$ bohr, for example, $1/[4(20-1.4329)]=1/74.268=0.013465$ hartree. Measuring the distance from the background edge misses 0.967 millihartree; measuring it from the image plane misses 0.002 millihartree of this linear-response energy. For a real unit charge the quadratic term of part (d) is larger: this slab has $p\approx190$ bohr³, which gives about $\mp0.024$ millihartree at $Z=20$ bohr for a charge $\pm1$. The last digits of the table also depend on the grid. A more accurate discretisation moves $z_i$ outward by 0.008 bohr and lowers $W$ by about 0.011, 0.006 and 0.0014 millihartree at $Z=15$, 20 and 40 bohr; the image-plane column moves with it.

The small remainder can also be accounted for. The values of $\ln g/(2Q)$ at $Q=0.03$ and $0.06$, with the linear term eliminated, give $c=0.659$ bohr³. At $Z=40$ bohr the distance to the plane is 38.567 bohr, and part (f) together with (7) predicts

$$-\frac{0.0494^2}{4(38.567)^3}-\frac{3(0.659)}{8(38.567)^4}\approx-(10.6+111.7)\times10^{-9}\ \text{hartree},$$

or about $-122$ nanohartree. The computed difference $W+1/[4(Z-z_i)]$ is also $-122$ nanohartree. Both $c$ and this difference change by up to 2 % with the grid. This accounts for the linear response only; for a unit charge the quadratic term at this distance is about ten times larger, near 1300 nanohartree in magnitude.

Thicker slabs on a coarser grid give a second set of values; being still finite, they do not fix the semi-infinite limit. For $r_s=2$ bohr and thickness 48.29 bohr, $L$ falls to 0.0200 bohr and $z_0$ rises to 1.538 bohr. The plane $z_i$ moves outward by 0.085 bohr. Thickness and grid were changed together, so this shift cannot be assigned to either one. For $r_s=4$ bohr and thickness 57.29 bohr, $L=0.0070$ bohr and $z_0=1.242$ bohr, and the plane moves by 0.005 bohr. Two slabs show no trend, because $z_0$, $L$ and $z_i$ oscillate with thickness as subbands fill. For $r_s=2$ bohr, thicknesses between 21.2 and 23.5 bohr give $z_0$ from 1.49 to 1.64 bohr and $z_i$ from 1.44 to 1.67 bohr, and $L$ turns negative just after a new subband opens. The slabs therefore place $z_0$ only at about 1.5 to 1.6 bohr from the background edge for $r_s=2$ bohr. The two slabs with $r_s=4$ bohr give 1.24 and 1.25 bohr, with the oscillation not examined. They belong to jellium with this approximate functional and leave out the atomic lattice of a real surface.
